# Activation Energy of Vacancy Conduction with Vacancy–Dopant Pairing, part 1

(Sections cited here and not found follow in the second part.)

## First half: pairing equilibrium and conductivity

An oxide with the cubic perovskite structure contains immobile acceptor dopants on some of its small-cation sites. Oxygen vacancies compensate their charge and can move. A vacancy next to a dopant has a lower energy than a vacancy far away, so the two tend to pair. The problem is to find how pairing enters the temperature dependence of the ionic conductivity.

The model is as follows.

- The crystal has $M$ cubic cells of edge $a$. Each cell has one site that a dopant may occupy and three oxygen sites. An oxygen site lies midway between two neighbouring dopant-type sites, and each dopant has six nearest oxygen sites, which form its shell.
- A vacancy carries the charge $q=+2e$ relative to the perfect crystal, and a dopant carries $-2e$. Here $e>0$ is the elementary charge.
- A vacancy in the shell of a dopant is bound. Its energy is lower by $E_b>0$ than that of a vacancy outside all shells, which is free. A dopant binds at most one vacancy, and the pair is neutral.
- Dopants are dilute, their shells do not overlap, and defects interact in no other way.
- A free vacancy jumps to a neighbouring oxygen site over a barrier $E_m$.

The numbers per cell are $x$ for all dopants, $y$ for all vacancies, $p$ for pairs, $d$ for free dopants and $v$ for free vacancies. Hence $x=d+p$ and $y=v+p$. The temperature is $T$, Boltzmann's constant is $k$, and $\beta=1/kT$.

### (a) The law of mass action

*By counting arrangements, find the relation between $p$, $d$ and $v$ in equilibrium.*

**Solution.** Let there be $N_d$ dopants at fixed positions, $N_v$ vacancies and $P$ pairs. There are $\binom{N_d}{P}$ ways to choose the dopants that are paired, and each pair has six orientations. The remaining $F=N_v-P$ vacancies are distributed over the $S=3M-6N_d$ oxygen sites outside the shells. With the energy measured from the state in which all vacancies are free, the statistical weight of $P$ pairs is

$$W(P)=\binom{N_d}{P}\,6^P\binom{S}{N_v-P}\,e^{\beta E_bP}.$$

The most probable $P$ follows from the ratio of successive weights. Adding one pair changes the first binomial by the factor $(N_d-P)/(P+1)$. It lowers $F$ by one, which changes the second binomial by $F/(S-F+1)$. Therefore

$$\frac{W(P+1)}{W(P)}=6e^{\beta E_b}\,\frac{N_d-P}{P+1}\;\frac{N_v-P}{S-N_v+P+1}.$$

This ratio falls as $P$ grows, because both numerators fall and both denominators rise. The weight therefore has one maximum, where the ratio passes through one. For large numbers the added ones can be dropped, and

$$P\,(S-F)=6e^{\beta E_b}(N_d-P)(N_v-P).$$

For dilute defects $S-F\simeq3M$. Division by $M^2$ gives $3p=6e^{\beta E_b}\,d\,v$, that is,

$$\boxed{\;\frac{p}{d\,v}=K,\qquad K=2e^{\beta E_b}\;}$$

The factor 2 is the ratio of six bound positions per dopant to three oxygen positions per cell. Keeping the excluded shells, but still neglecting $F$ beside $S$, replaces $3M$ by $3M(1-2x)$ and $K$ by $K/(1-2x)$. That is a relative correction of order $x$.

The mean number of free vacancies may be used in place of the most probable one when the numbers are large. To see this, treat $P$ as continuous and write $D_f=N_d-P$ for the number of free dopants. Near the maximum, the derivative of the logarithm of the ratio above is $-(1/P+1/D_f+1/F)$, apart from the small term $1/(S-F)$. The variance of $P$, which is also the variance of $F$, is then about $(1/P+1/D_f+1/F)^{-1}$. This is smaller than $F$, so the relative fluctuation of $F$ is below about $1/\sqrt F$.

Pairing may also change the vibrations of the lattice. If the resulting entropy change $\Delta S$ does not depend on temperature, $K$ is multiplied by the constant $e^{\Delta S/k}$. The energy $E_b$ then stands for a binding enthalpy, and the slopes derived below are unchanged at a given degree of pairing. In what follows $\Delta S=0$.

### (b) Free vacancies when the totals are equal

*Let $y=x$. Find $v$, and its form when pairing is weak and when it is nearly complete.*

**Solution.** Equal totals are not an arbitrary choice here. Pairs are neutral, so charge neutrality requires $2v=2d$ when no other charged defects are present. Hence $v=d$, and adding $p$ to both sides gives $y=x$.

With $p=x-v$ and $d=v$, mass action becomes $x-v=Kv^2$, or

$$Kv^2+v-x=0.$$

The positive root is

$$v=\frac{\sqrt{1+4Kx}-1}{2K}.$$

Multiplying numerator and denominator by $\sqrt{1+4Kx}+1$ turns the numerator into $4Kx$, so that

$$v=\frac{2x}{1+\sqrt{1+4Kx}}.$$

This form avoids the subtraction of nearly equal numbers when $Kx$ is small.

The size of $Kx$ decides the regime. For $Kx\ll1$ the square root is close to one and $v\simeq x$: almost all vacancies are free. For $Kx\gg1$ the expansion

$$\sqrt{1+4Kx}=2\sqrt{Kx}\left(1+\frac1{8Kx}+\dots\right)$$

inserted in the first form of the root gives

$$v=\sqrt{\frac xK}\left(1-\frac1{2\sqrt{Kx}}+\dots\right).$$

The leading term follows directly from $v^2=p/K$ with $p\simeq x$. The square root appears because every dissociation creates two free partners in equal numbers, and recombination depends on the product of their concentrations.

Define the paired fraction $\alpha=p/x=1-v/x$. For nearly complete pairing the free fraction is $1-\alpha\simeq1/\sqrt{Kx}$. Even a large $K$ can therefore leave a noticeable free fraction when the dopants are dilute, because the entropy of separation grows with dilution.

### (c) From free vacancies to conductivity

*Find the diffusion coefficient of a free vacancy and the ionic conductivity in a weak field. Explain why bound vacancies contribute no steady current of their own.*

**Solution.** Call an oxygen site an $x$-site, $y$-site or $z$-site after the direction of the line joining its two neighbouring dopant-type sites. From an $x$-site the eight nearest oxygen sites are reached by the displacements

$$\left(\pm\tfrac a2,\pm\tfrac a2,0\right),\qquad\left(\pm\tfrac a2,0,\pm\tfrac a2\right),$$

with independent signs. Each has length $a/\sqrt2$. The other site types follow by exchanging axes. Let each jump have the rate

$$w=\nu e^{-\beta E_m},$$

where $\nu$ is an attempt frequency that is taken as independent of temperature.

Let $\Delta$ be the displacement along the $x$ axis in one jump. From an $x$-site all eight jumps have $\Delta^2=a^2/4$, so $\sum\Delta^2=2a^2$. From a $y$-site or a $z$-site four jumps have this value and four have $\Delta=0$, so $\sum\Delta^2=a^2$. The three types are equally occupied, and the average of the sum is

$$\frac{2a^2+a^2+a^2}{3}=\frac{4a^2}{3}.$$

The jumps from any site occur in opposite pairs, so the mean of the next displacement is zero whatever came before. Successive displacements are therefore uncorrelated, and the mean square displacement along $x$ grows at the rate $4a^2w/3$. Since this rate equals $2D$,

$$D=\tfrac23a^2\nu e^{-\beta E_m}.$$

Now apply a field $\mathcal E$ along $x$. The saddle point lies halfway along a jump, so the field changes the barrier by $-q\mathcal E\Delta/2$. The rate becomes $w\exp(\beta q\mathcal E\Delta/2)$. With $\Delta=\pm a/2$ the exponent is $\pm u$, where

$$u=\frac{q\mathcal Ea}{4kT}.$$

From an $x$-site there are four forward and four backward jumps, and the mean velocity is $4(a/2)w(e^u-e^{-u})=4aw\sinh u$. From a $y$-site or a $z$-site there are two of each, which gives $2aw\sinh u$.

The occupations stay equal in the field. A jump into a site with a given displacement has the same rate as a jump out of it with that displacement, and both exist for each displacement in the list. Equal occupations thus make the flow into each site equal to the flow out. The average velocity is

$$\bar c=\frac{4+2+2}{3}\,aw\sinh u=\frac83\,aw\sinh u.$$

For $u\ll1$, $\sinh u\simeq u$, and

$$\bar c=\frac83aw\,\frac{q\mathcal Ea}{4kT}=\frac{2a^2w}{3}\,\frac{q\mathcal E}{kT}=\frac{Dq\mathcal E}{kT}.$$

The density of free vacancies is $v/a^3$, so the current density is $q(v/a^3)\bar c$. Division by $\mathcal E$ and use of $q=2e$ give

$$\boxed{\;\sigma=\frac{4e^2}{a^3kT}\,vD\;}$$

A bound vacancy can rotate about its dopant. Its displacement then remains within the shell, however long it rotates, so the average velocity of this motion tends to zero. Rotation can give a response to an alternating field, but a steady current requires escape. Over a long time the vacancy therefore travels about as far as a free vacancy would in the time it spends free.

This estimate treats a trap as a point. A real shell has a finite volume, within which the vacancy can cross from one side to the other, and it occupies sites that would otherwise belong to the free region. Both effects are of order $x$ for dilute traps. Part (h) gives their size for a single vacancy and an empty trap.

### (d) The activation energy

*For equal totals, find $E_\sigma=-d\ln(\sigma T)/d\beta$ in terms of $\alpha$. Take the limit of nearly complete pairing, and find the prefactor there.*

**Solution.** The product $\sigma T$ is used because it removes the explicit $1/T$ in the conductivity. From (c),

$$\ln(\sigma T)=\text{const}+\ln v-\beta E_m,$$

so that $E_\sigma=E_m-d\ln v/d\beta$.

To find the last term, differentiate $Kv^2+v=x$ at fixed $x$. From $K=2e^{\beta E_b}$ one has $dK/d\beta=E_bK$, and therefore

$$E_bKv^2+(2Kv+1)\frac{dv}{d\beta}=0.$$

Dividing by $v(1+2Kv)$ gives

$$\frac{d\ln v}{d\beta}=-E_b\,\frac{Kv}{1+2Kv}.$$

For equal totals, $Kv=p/v$. Since $p=\alpha x$ and $v=(1-\alpha)x$, this is $Kv=\alpha/(1-\alpha)$. The fraction becomes

$$\frac{Kv}{1+2Kv}=\frac{\alpha/(1-\alpha)}{(1-\alpha+2\alpha)/(1-\alpha)}=\frac{\alpha}{1+\alpha}.$$

Hence

$$\boxed{\;E_\sigma=E_m+\frac{\alpha}{1+\alpha}E_b\;\longrightarrow\;E_m+\frac{E_b}{2}\qquad(\alpha\to1)\;}$$

The migration energy enters in full, since each free vacancy must cross that barrier at every jump. The binding energy enters by half. One dissociation costs the whole of $E_b$, but the equilibrium condition fixes the product $dv=v^2$, and the concentration of one partner is its square root. If the concentration of free dopants were held fixed instead, $v=p/(Kd)$ would carry the whole binding energy as long as $p$ stayed nearly constant.

The distance from the limit is

$$\frac12-\frac{\alpha}{1+\alpha}=\frac{1-\alpha}{2(1+\alpha)}\simeq\frac{1-\alpha}{4}.$$

A free fraction of a few per cent therefore lowers the slope by about one per cent of $E_b$. At the other end, $\alpha\to0$, the slope is $E_m$.

The logarithm of $\sigma$ alone contains an additional $-\ln T=\ln(k\beta)$. Its contribution to the negative slope is $-1/\beta=-kT$, and

$$-\frac{d\ln\sigma}{d\beta}=E_\sigma-kT.$$

A quoted activation energy thus needs a statement of which quantity was plotted.

In the limit of nearly complete pairing, $v=\sqrt{x/K}=\sqrt{x/2}\,e^{-\beta E_b/2}$. Inserting this and $D$ in the conductivity gives

$$\sigma T=\frac{4e^2}{ka^3}\cdot\frac23a^2\nu\sqrt{\frac x2}\;e^{-\beta(E_m+E_b/2)}=A\,e^{-\beta(E_m+E_b/2)},$$

$$A=\frac{8e^2\nu}{3ka}\sqrt{\frac x2}.$$

The dependence on doping gives a second sign of the same regime. Differentiating $Kv^2+v=x$ at fixed temperature gives $(1+2Kv)\,dv=dx$. With $x=v(1+Kv)$,

$$\frac{d\ln v}{d\ln x}=\frac{1+Kv}{1+2Kv}=\frac1{1+\alpha}.$$

Within this model the conductivity grows as $x$ when pairing is weak and as $\sqrt x$ when it is nearly complete. The half in the activation energy and the square root in the doping dependence have the same origin.

## Second half: conditions and a worked example

The symbols carried over are these. Per cell there are $x$ dopants and $y$ vacancies in total, of which $p$ are paired, while $d$ dopants and $v$ vacancies are free. Equilibrium requires $p=Kdv$ with $K=2e^{\beta E_b}$ and $\beta=1/kT$. The conductivity is $\sigma=4e^2vD/(a^3kT)$ with $D=\frac23a^2\nu e^{-\beta E_m}$. For $y=x$ the slope $E_\sigma=-d\ln(\sigma T)/d\beta$ is $E_m+E_b\alpha/(1+\alpha)$, where $\alpha=p/x$.

### (e) Unequal totals

*Find the slope when $y\ne x$. How nearly equal must the totals be for the half to survive?*

**Solution.** Take the logarithm of $p=Kdv$ and differentiate at fixed $x$ and $y$:

$$\frac{dp}{p}=E_b\,d\beta+\frac{dd}{d}+\frac{dv}{v},$$

where $dd$ is the change of $d$. Forming a pair removes one free partner of each kind, so $dd=dv=-dp$. Collecting the terms in $dp$ gives

$$dp\left(\frac1p+\frac1d+\frac1v\right)=E_b\,d\beta.$$

Since $d\ln v=-dp/v$,

$$E_\sigma=E_m+fE_b,\qquad f=\frac{1/v}{1/p+1/d+1/v}.$$

For $d=v$ this gives $f=p/(v+2p)=\alpha/(1+\alpha)$, as before. Three limits follow.

- If free vacancies are much rarer than both pairs and free dopants, $1/v$ dominates the denominator and $f\to1$. The slope is $E_m+E_b$.
- If free dopants are much rarer than both pairs and free vacancies, $1/d$ dominates and $f\to0$. The slope is $E_m$, because a fixed excess of vacancies carries the current.
- If free dopants and free vacancies are equally rare, $f\to\frac12$.

In all three cases nearly every member of the minority species, or of both species when they are equal in number, may be paired. Nearly complete pairing is thus not sufficient for the half. To find the required balance, neglect $1/p$ and put $\delta=y-x=v-d$. Then

$$f\simeq\frac{d}{d+v}=\frac12\left(1-\frac{\delta}{v+d}\right).$$

The imbalance must be small beside the concentration of *free* defects. Comparing it with the total doping is not enough, and stronger pairing makes the requirement stricter.

Neutrality shows how an imbalance can arise. If singly charged donors of concentration $c$ per cell are present, total charge balance reads $2x=2y+c$. The vacancies then fall short by $c/2$. Electrons left behind when the oxide loses oxygen act in the opposite way: if they number $n_e$ per cell, $2y=2x+n_e$, and vacancies are in excess.

A singly charged acceptor is a different case. Two are needed per vacancy, so $y=x/2$. If each binds at most one vacancy, half of the dopants stay unpaired even when nearly all vacancies are bound. Then $d\simeq p\simeq x/2$, and $v=p/(Kd)\simeq1/K$. The slope is close to $E_m+E_b$, and the half law does not apply.

For nearly complete pairing, the slope of $\ln(\sigma T)$ is $E_m+E_b/2$, provided that the difference between the vacancy and dopant totals is small beside the concentration of free defects. What remains is the time needed to reach equilibrium, a worked numerical example, and the effects left out of the model.
